# Surface Energies from Slabs: Linear Divergence and the Fiorentini-Methfessel Fit

## What goes wrong

A surface energy is what remains of a slab's energy after the energy of the same amount of bulk has been removed. If the bulk energy comes from a separate calculation, its small mismatch with the slab calculation is multiplied by the number of layers. Unless that mismatch is zero, making the slab thicker, which ought to improve the answer, eventually makes it worse.

In the model metal treated below, the surface energy belonging to the slab settings is 8.609 mHa per surface atom. Subtracting a bulk energy from a dense, separate Brillouin-zone mesh gives 8.920 mHa for 5 layers, 10.795 mHa for 40 and 14.075 mHa for 100. The bulk energy responsible is more accurate than the one implicit in the slabs. What it lacks is consistency with them.

## The divergence

Let $E_N$ be the energy per surface cell of a slab of $N$ identical layers with two equivalent faces. All slabs use the same numerical settings. Assume that

$$E_N=Ne_b+2\sigma+\delta_N,\qquad \delta_N\to0\quad(N\to\infty). \tag{1}$$

Here $e_b$ is the bulk energy per layer in the slab settings, $\sigma$ is the energy of one face per surface cell, and $\delta_N$ is what the two faces still feel of each other. Equation (1) is an assumption about the system and the settings; it is derived below for the model.

Suppose the independent bulk energy is $e'=e_b+\eta$. The surface energy obtained from it is

$$\sigma'_N=\frac{E_N-Ne'}{2}
=\frac{Ne_b+2\sigma+\delta_N-Ne_b-N\eta}{2}
=\sigma-\frac{N\eta}{2}+\frac{\delta_N}{2}. \tag{2}$$

The last term vanishes for thick slabs and the middle one grows without limit unless $\eta=0$. The drift per added layer is $-\eta/2$: a bulk energy that is too low gives a surface energy that rises. To keep the error from $\eta$ below $\tau$ at thickness $N$, one needs $|\eta|<2\tau/N$, a demand that tightens with thickness.

## The linear fit

The Fiorentini-Methfessel scheme takes the bulk energy from the slabs themselves. Fit $E_N\approx A+BN$ by least squares over $M\ge2$ consecutive thicknesses $N_0,\dots,N_1$. The slope $B$ serves as the bulk energy, and $\sigma_{\rm fit}=A/2$.

Let a bar denote the mean over the window. Minimizing $\sum_N(E_N-A-BN)^2$ with respect to $A$ gives $A=\bar E-B\bar N$. Substituting this and minimizing with respect to $B$ gives

$$B=\sum_N v_NE_N,\qquad v_N=\frac{N-\bar N}{S},\qquad
S=\sum_N(N-\bar N)^2=\frac{M(M^2-1)}{12}. \tag{3}$$

The weights satisfy $\sum_Nv_N=0$. They also satisfy $\sum_Nv_NN=1$, because $\sum_N(N-\bar N)N=\sum_N(N-\bar N)^2$. Inserting (1) therefore removes $\sigma$ from the slope:

$$B=e_b+\Delta,\qquad \Delta=\sum_Nv_N\delta_N. \tag{4}$$

For the intercept,

$$A=\bar E-\bar NB=(\bar Ne_b+2\sigma+\bar\delta)-\bar N(e_b+\Delta)
=2\sigma+\bar\delta-\bar N\Delta. \tag{5}$$

No independent bulk energy enters, so $\eta$ has disappeared. The remaining error comes from $\delta_N$ alone.

### Why the error vanishes

Let $D$ be the mean of $|\delta_N|$ over the window. The largest $|N-\bar N|$ is $(M-1)/2$, hence

$$|v_N|\le\frac{M-1}{2}\,\frac{12}{M(M-1)(M+1)}=\frac{6}{M(M+1)},
\qquad |\Delta|\le\frac{6D}{M+1}. \tag{6}$$

Equation (5) then gives

$$|\sigma_{\rm fit}-\sigma|\le\frac D2\left(1+\frac{6\bar N}{M+1}\right). \tag{7}$$

Now keep $N_0$ fixed and let $N_1$ grow. Since $\bar N=N_0+(M-1)/2$, the bracket tends to 4. The mean $D$ tends to zero: for any $\epsilon>0$, all but a finite number of the $|\delta_N|$ are below $\epsilon$, and the contribution of that finite number to the mean is divided by $M$. Thus $\sigma_{\rm fit}\to\sigma$ whenever (1) holds, however slowly $\delta_N$ decays.

One may instead insert the fitted slope into the subtraction formula:

$$\frac{E_N-NB}{2}=\sigma+\frac{\delta_N}{2}-\frac{N\Delta}{2}. \tag{8}$$

At the upper end of the window the last term is at most $3N_1D/(M+1)$, which also vanishes as the window grows. If the window is frozen and $N$ continues beyond it, however, $\Delta$ is a constant and (8) drifts by $-\Delta/2$ per layer. The divergence returns with $\Delta$ in the role of $\eta$.

## Algorithm

```
input: N0, N1, step, tolerance; one set of numerical settings
repeat
    for N = N0,...,N1:
        E[N] = energy of the N-layer slab (reuse stored values)
    Nbar = mean(N);  Ebar = mean(E)
    B = sum((N-Nbar)*(E[N]-Ebar)) / sum((N-Nbar)^2)
    sigma = (Ebar - B*Nbar)/2
    compare sigma and B with the previous window
    N1 = N1 + step   (also raise N0 if thin slabs are off the line)
until both changes are below their tolerances
return sigma, B
```

Small changes between windows are a practical criterion; they do not bound the error, because $\delta_N$ beyond the computed range is unknown.

The fit costs $O(M)$ operations, negligible beside the slabs. If each slab needs a dense diagonalization at every in-plane wave vector, its cost grows as $N^3$, and the window costs an amount proportional to $\sum_NN^3$. A convergence study in thickness already supplies the data.

## A model in which every term is known

Take a simple-cubic lattice with one $s$ orbital per atom, hopping $-t$ between nearest neighbours, and one electron per atom. The slab has (001) faces and unrelaxed atoms, so a surface cell contains one atom per layer. Electrons interact neither with each other nor with a lattice energy; $\sigma$ is the band contribution alone.

With wave vectors in units of the inverse lattice constant, the in-plane energy is $\varepsilon_\parallel=-2t(\cos k_x+\cos k_y)$. It is sampled on an $n\times n$ mesh containing $\mathbf k_\parallel=0$, with $n$ even. Perpendicular to the surface, the orbital amplitudes must vanish at the missing layers $0$ and $N+1$. They are proportional to $\sin(q_j\ell)$ in layer $\ell$, and the levels are

$$\varepsilon=\varepsilon_\parallel-2t\cos q_j,\qquad q_j=\frac{\pi j}{N+1},\quad j=1,\dots,N. \tag{9}$$

**Neutrality.** Reversing the sign of the orbitals on one of the two sublattices changes $H$ into $-H$; even $n$ makes this compatible with the in-plane periodicity. Each level $\varepsilon$ therefore has a partner $-\varepsilon$ with the same weight on every site. The Fermi function at chemical potential $\mu=0$ obeys $f(\varepsilon)+f(-\varepsilon)=1$, so every site, including those at the surface, holds one electron. There is no surface charging, and $\mu=0$ for every thickness.

At smearing $kT$ the energy used is the electronic free energy. Because $\mu=0$, it equals the grand potential, and a spin-degenerate level contributes

$$\varphi(\varepsilon)=-2kT\ln\left(1+e^{-\varepsilon/kT}\right). \tag{10}$$

### Bulk and surface terms

Let $\langle\cdot\rangle$ be the mean over the in-plane mesh and $g(q)=\langle\varphi(\varepsilon_\parallel-2t\cos q)\rangle$, which is even and $2\pi$-periodic. Then $E_N=\sum_{j=1}^Ng(q_j)$. Extend the sum to the $2(N+1)$ equally spaced points of a full period. This counts each interior point twice and adds $q=0$ and $q=\pi$ once each:

$$T_N=2E_N+g(0)+g(\pi). \tag{11}$$

The number of points times the mean of $g$ is $2(N+1)e_b$, with

$$e_b=\frac1\pi\int_0^\pi g(q)\,dq. \tag{12}$$

Write $T_N=2(N+1)e_b+R_N$, where $R_N$ is the sampling error. Solving (11) for $E_N$,

$$E_N=Ne_b+\underbrace{e_b-\tfrac12[g(0)+g(\pi)]}_{2\sigma}+\underbrace{\tfrac12R_N}_{\delta_N}. \tag{13}$$

This is (1). It also identifies $e_b$: the bulk energy with the slab's in-plane mesh and a continuous perpendicular wave vector.

### The remainder

From $1+e^{-x}=2e^{-x/2}\cosh(x/2)$ and the product formula for cosh,

$$\varphi(\varepsilon)=\varepsilon-2kT\ln2-2kT\sum_{n\ge0}\ln\left(1+\frac{\varepsilon^2}{\omega_n^2}\right),\qquad \omega_n=(2n+1)\pi kT. \tag{14}$$

Here $n$ labels the frequencies. The first two terms are a constant plus a multiple of $\cos q$, which the equally spaced sum integrates without error. For the others, $\ln(\omega_n^2+\varepsilon^2)=2\ln|i\omega_n-\varepsilon|$. Define $\theta_n$ by $2t\cosh\theta_n=i\omega_n-\varepsilon_\parallel$ with $\operatorname{Re}\theta_n>0$. Then

$$i\omega_n-\varepsilon=2t(\cosh\theta_n+\cos q)
=te^{\theta_n}(1+e^{-\theta_n+iq})(1+e^{-\theta_n-iq}). \tag{15}$$

The logarithm of each bracket has zero mean over $q$, since its power series contains only nonzero powers of $e^{\pm iq}$. On the mesh, the numbers $e^{iq}$ are the $2(N+1)$ roots of unity, so the product of either bracket over the mesh is $1-e^{-2(N+1)\theta_n}$. The two brackets and the factor 2 from the squared modulus give a sampling error $4\operatorname{Re}\ln(1-e^{-2(N+1)\theta_n})$ for each $n$. Multiplying by $-2kT$ and halving as in (13),

$$\delta_N=-4kT\sum_{n\ge0}\operatorname{Re}\left\langle\ln\left(1-e^{-2(N+1)\theta_n}\right)\right\rangle. \tag{16}$$

With $\theta_n=u_n+iw_n$, the imaginary part of its definition is $\sinh u_n\sin w_n=\omega_n/2t$, hence $\sinh u_n\ge\omega_n/2t$. At $kT>0$ the remainder therefore decays at least as fast as $e^{-2\kappa(N+1)}$, where $\kappa=\operatorname{arcsinh}(\pi kT/2t)$.

For $\varepsilon_\parallel=0$, $w_n=\pi/2$ and the exponential in (16) carries the sign $(-1)^{N+1}$. These wave vectors have the slowest decay and contribute with alternating sign as layers are added.

## Worked example

Take $t=50$ mHa, $kT=5$ mHa, an $8\times8$ in-plane mesh and lattice constant 5 bohr. These are round model parameters and represent no particular metal. Equations (12) and (13) give $e_b=-100.3601$ mHa and $\sigma=8.609$ mHa per surface atom. The mesh contains points with $\varepsilon_\parallel=0$, such as $(k_x,k_y)=(0,\pi)$, so the slowest decay rate, $2\kappa=0.313$ per layer, is present in $\delta_N$. The computed $\delta_N$ is $-0.185$ mHa at $N=10$ and $-0.009$ mHa at $N=20$.

**Independent bulk.** Four bulk meshes give these mismatches and measured drifts:

| Bulk mesh | $\eta$ (mHa) | Drift (mHa/layer) |
|---|---:|---:|
| $8\times8\times8$ | 0.4995 | −0.2498 |
| $12\times12\times12$ | 0.0735 | −0.0368 |
| $24\times24\times24$ | −0.1093 | 0.0547 |
| $8\times8\times400$ | 0.0000 | 0.0000 |

Each drift is $-\eta/2$. The third bulk energy, $-100.469$ mHa, lies 0.007 mHa from the value with a $64\times64$ in-plane mesh, $-100.477$ mHa; the slab's own $e_b$ lies 0.117 mHa from it. The more accurate number still causes a divergence. The last mesh has the slab's in-plane points and a dense perpendicular sampling, and removes the drift. The first has the same in-plane points but samples the perpendicular direction too coarsely.

For 100 layers, $E_{100}=-10018.789$ mHa, and the $24\times24\times24$ bulk gives

$$\sigma'_{100}=\frac{-10018.789+100\times100.46939}{2}=14.075\ \text{mHa}.$$

Equation (2) predicts $8.609+100\times0.10932/2=14.075$ mHa, with $\delta_{100}$ negligible.

**Linear fit.** The window $N=20$ to $40$ gives $B=-100.3600$ mHa and $\sigma_{\rm fit}=8.608$ mHa. This is 0.001 mHa below the closed form, a relative error of about 0.01%. Dividing by the surface-cell area of 25 bohr² gives 0.54 J/m².

Using this slope in (8) gives 8.608 mHa at 40 layers and 8.6055 mHa at 100. The small decline outside the window is the residual drift: the slope is too high by about 0.00007 mHa, which over 100 layers lowers the result by a little under 0.004 mHa, from 8.6092 to 8.6055 mHa.

## Stability and failure modes

**Slabs that are too thin.** The window $N=3$ to $6$ gives $\sigma_{\rm fit}=10.15$ mHa, 18% above the closed form. Its slope error is $\Delta=-0.613$ mHa, and the frozen slope makes thicker slabs drift by $+0.307$ mHa per layer. This is worse than the drift from the $24\times24\times24$ bulk. Fitting is no protection when $\delta_N$ is still large.

**Slow decay.** At $kT=0$ on a fixed in-plane mesh, $g(q)$ has kinks where levels cross the Fermi energy. With point spacing $h=\pi/(N+1)$, the trapezoidal integral of such a function has an error $O(h^2)$: smooth intervals contribute $O(h^3)$ each and number $O(1/h)$, while each of the finitely many kinked intervals contributes $O(h^2)$. The sum $T_N$ is the integral estimate divided by $h$, so $\delta_N=O(1/N)$. In the computed slabs the largest $N|\delta_N|$ is 25 mHa for $N=41$ to $80$ and 27 mHa for $N=281$ to $320$, consistent with this.

The closed-form surface energy is now 8.527 mHa. Growing windows give:

| Window | $\sigma_{\rm fit}$ (mHa) | Bound (7) on error (mHa) |
|---|---:|---:|
| 5 to 20 | 8.820 | 2.330 |
| 5 to 80 | 8.665 | 0.777 |
| 5 to 320 | 8.585 | 0.268 |

The actual errors are 0.293, 0.138 and 0.058 mHa, well inside the bounds. Formula (8) at the upper ends gives 8.538, 8.639 and 8.591 mHa. The shortest window happens to come closest there: convergence need not be monotonic.

**Two-point slopes.** Taking $E_N-E_{N-1}$ as the bulk energy yields

$$\frac{E_N-N(E_N-E_{N-1})}{2}
=\sigma+\frac{\delta_N}{2}-\frac N2(\delta_N-\delta_{N-1}). \tag{17}$$

This converges if $N\delta_N\to0$, as in the model at $kT>0$. An oscillating remainder of order $1/N$ leaves the last term finite. At $kT=0$, the values for $N=281$ to $320$ range from $-9.6$ to $26.7$ mHa.

**Choice of window.** Raising $N_0$ discards large remainders but increases $\bar N/(M+1)$ in (7). A short window far from $N=0$ is a long extrapolation. If the slab energies carry independent random errors of variance $s^2$, the intercept weights $1/M-\bar Nv_N$ give

$$\operatorname{Var}(\sigma_{\rm fit})=\frac{s^2}{4}\left(\frac1M+\frac{\bar N^2}{S}\right), \tag{18}$$

because $\sum_Nv_N=0$ removes the cross term and $\sum_Nv_N^2=1/S$. Extending a given window by further thicknesses reduces this amplification; a wider window placed farther from $N=0$ need not (the window 20 to 40 has a larger variance than 3 to 12).

**Errors the fit cannot see.** An error proportional to $N$ goes into the slope and does no harm to $\sigma$. An error independent of $N$ goes into the intercept and remains. The fit converges to the surface energy of the slab settings, so the in-plane mesh must still be converged separately; here a converged $64\times64$ mesh gives $\sigma=8.606$ mHa. The closeness of the $8\times8$ value, 8.609 mHa, is accidental: $10\times10$ and $12\times12$ meshes give 8.643 and 8.551 mHa. Settings that change with thickness can break (1) altogether.

**Faces and fields.** With two different faces, $A$ is the sum of their energies and $A/2$ their average; the fit cannot separate them. If a polar slab keeps the same internal field at every thickness, its field energy per surface cell grows with the volume, hence with $N$, and enters the slope. In a real insulator this lasts only until the potential drop across the slab reaches the band gap; beyond that thickness charge moves between the faces and the field falls. A straight line then does not show that $B$ is the field-free bulk energy. Such a slab must be compensated before its intercept is read as the surface energy of a field-free crystal.

The numerical check compares diagonalized slabs with (12), (13) and (16), and tests the drifts and the error bounds.

## Table of computed values

```
hopping t = 50.0 mHa, smearing kT = 5.0 mHa
lattice constant = 5.0 bohr, slab mesh 8x8
largest site-charge error, 5 layers = 1.3e-15 electrons
closed-form bulk energy e_b = -100.36008 mHa per atom
closed-form surface energy sigma = 8.60918 mHa per atom
slowest decay rate of delta_N = 0.3129 per layer
delta_N at N=5: 0.075612 mHa
delta_N at N=6: -0.250372 mHa
delta_N at N=10: -0.184639 mHa
delta_N at N=20: -0.009135 mHa
delta_N at N=40: -0.000014 mHa
bulk mesh | eta (mHa) | measured drift of sigma' (mHa per layer)
8x8x8 | 0.499500 | -0.249750
12x12x12 | 0.073531 | -0.036765
24x24x24 | -0.109315 | 0.054658
8x8x400 | -0.000000 | 0.000000
bulk energy, 64x64 in-plane mesh = -100.47668 mHa
bulk energy, 24x24x24 mesh = -100.46939 mHa
fit N=20..40: slope = -100.36000 mHa per layer
fit N=20..40: sigma_fit = 8.60796 mHa per atom
sigma_fit converted = 0.5361 J/m^2
sigma, 64x64 in-plane mesh = 8.60567 mHa per atom
N | E_N | sigma' with 24x24x24 bulk | sigma with fitted slope (mHa)
5 | -484.5064 | 8.9203 | 8.6468
10 | -986.5670 | 9.0634 | 8.5165
20 | -1989.9923 | 9.6978 | 8.6039
40 | -3997.1847 | 10.7955 | 8.6077
70 | -7007.9870 | 12.4352 | 8.6066
100 | -10018.7893 | 14.0749 | 8.6055
fit N=3..6: sigma_fit = 10.14894 mHa per atom
fit N=3..6: slope error = -0.613012 mHa per layer
fit N=3..6: later drift = 0.306506 mHa per layer
kT=0: closed-form sigma = 8.52728 mHa per atom
kT=0: max N|delta_N|, N=41..80: 24.6124 mHa
kT=0: max N|delta_N|, N=281..320: 26.6188 mHa
kT=0 window | sigma_fit | error bound | sigma at upper end (mHa)
5..20 | 8.81988 | 2.33017 | 8.53773
5..80 | 8.66531 | 0.77652 | 8.63884
5..320 | 8.58532 | 0.26832 | 8.59107
kT=0 two-point sigma, N=281..320: min -9.5941 mHa, max 26.6672 mHa
```
